Molecular dynamics time needed to observe 100 hops of a defect

**Result**

A defect that leaves each site through one exit, over a barrier E = 0.50 eV and with attempt frequency ν = 10¹³ s⁻¹, needs on average about 3.3 ns at T = 1000 K to make n = 100 hops:

t = (n/ν) exp(E/k_BT).

This is the estimate of harmonic transition-state theory for classical nuclei in thermal equilibrium. The hundredth hop arrives with a statistical spread of about 10 % around the mean. Returns across the saddle lengthen the mean time; in the model examined below they are the main reason why it becomes a little over 4 ns. "Roughly 3 ns" is therefore a sound figure for planning, but not a run length that guarantees 100 hops.

"Single channel" means that the total escape rate from a site is the rate through one saddle. A defect that jumps back and forth between two sites is the simplest case. Forward and return hops both count, and the time needed to bring the sample to equilibrium is extra.

**The estimate on an envelope**

Picture the defect as vibrating in its site and trying the barrier once per vibration. An attempt succeeds if the thermal motion supplies the energy E, which has a probability of about exp(−E/k_BT). At 1000 K the thermal energy is k_BT = 0.08617 eV, so

E/k_BT = 0.50/0.08617 = 5.802,

exp(−5.802) = 0.00302.

One attempt in 331 succeeds. With 10¹³ attempts per second the hop rate is

k = 10¹³ × 0.00302 s⁻¹ = 3.02 × 10¹⁰ s⁻¹.

The mean residence time 1/k is 33.1 ps, and 100 such times make 3.31 ns.

The argument leaves three questions open: why the prefactor is a vibration frequency, how far the actual number of hops scatters, and whether each passage of the saddle is a completed hop.

**The rate as a flux through the saddle**

Take first one coordinate x with mass m and potential V(x). The minimum has V = 0 and the saddle, at x = 0, has V = E. Transition-state theory sets the hop rate equal to the equilibrium flux from the well through the saddle. It thus assumes that the well is in thermal equilibrium and that each outward crossing ends in the other well.

The flux is the probability density at the saddle times the mean outward velocity. For a particle known to be in the well, the density at the saddle is

ρ(0) = exp(−E/k_BT) / ∫_well exp(−V/k_BT) dx.

The velocity v has a Gaussian distribution of variance k_BT/m. Only outward velocities, v > 0, contribute:

⟨v⟩₊ = sqrt(m/(2πk_BT)) ∫₀^∞ v exp(−mv²/(2k_BT)) dv.

The integral equals k_BT/m, hence

⟨v⟩₊ = sqrt(k_BT/(2πm)).

The product is

k_flux = sqrt(k_BT/(2πm)) exp(−E/k_BT) / ∫_well exp(−V/k_BT) dx.

When E is much larger than k_BT, the integral comes mainly from the bottom of the well. There V ≈ mω²s²/2, where s is the displacement from the minimum and ω the angular frequency. The Gaussian integral gives

∫_well exp(−V/k_BT) dx ≈ sqrt(2πk_BT/(mω²)).

Dividing the square roots,

sqrt(k_BT/(2πm)) × sqrt(mω²/(2πk_BT)) = ω/(2π),

so that, with ν = ω/(2π),

k = ν exp(−E/k_BT).

The explicit factors of mass and temperature have cancelled. The mass still acts through ν, which is proportional to 1/√m in a given potential. The vibration frequency appears because a stiff well confines the particle to a narrow region, which raises its relative density at the saddle.

**What ν means in a crystal**

A hop in a crystal moves many atoms. Let there be M vibrational coordinates, each multiplied by the square root of its mass, so that every velocity has variance k_BT. The density at a point becomes an integral over the dividing surface through the saddle:

k_flux = sqrt(k_BT/(2π)) ∫_surface exp(−V/k_BT) dS / ∫_well exp(−V/k_BT) dq.

In the harmonic approximation the well has M frequencies ω_i. The surface has M − 1 real frequencies ω′_j, since the unstable direction is perpendicular to it. Each real mode contributes one Gaussian integral:

∫_well = ∏_i sqrt(2πk_BT)/ω_i,

∫_surface = exp(−E/k_BT) ∏_j sqrt(2πk_BT)/ω′_j.

The ratio leaves one factor 1/sqrt(2πk_BT), which combines with the velocity factor to give 1/(2π). Therefore

ν = (1/2π) ∏_i ω_i / ∏_j ω′_j.

The attempt frequency is thus a ratio of products, and need not be the frequency of any one vibration. The value 10¹³ s⁻¹ is a round assumption here. An error in it enters the time in inverse proportion: half the attempt frequency doubles the run.

**How the number of hops scatters**

The residence time of 33.1 ps is long compared with a vibration period of 0.1 ps. Suppose that the defect loses the memory of its last hop early in its stay. The chance of leaving in a short interval dt is then k dt, whatever the time already spent. The probability S(t) of still being there obeys

dS/dt = −kS, with S(0) = 1, so S(t) = exp(−kt).

The density of waiting times is −dS/dt. Integration by parts gives its first two moments:

⟨t₁⟩ = ∫₀^∞ S dt = 1/k,

⟨t₁²⟩ = ∫₀^∞ 2t S dt = 2/k².

The variance is 2/k² − 1/k² = 1/k². For independent waiting times both means and variances add, so the time t_n of the n-th hop has

⟨t_n⟩ = n/k,

σ(t_n) = √n/k,

σ(t_n)/⟨t_n⟩ = 1/√n.

For 100 hops this is 3.31 ns with a standard deviation of 0.33 ns. The picture of separate attempts can be simulated directly: one trial per vibration, with success probability 0.00302, until 100 successes have occurred. In 4000 such sequences the mean time was 3.31 ns and the relative spread 9.9 %, in agreement with the formulas.

The complementary question is how many hops fall in a run of fixed length t. Divide the run into short intervals dt. Each contains a hop with probability k dt, which gives a mean k dt and a variance k dt(1 − k dt). Summed over the run, with dt → 0, both become kt. The variance of the count equals its mean, and a run designed for 100 hops has a standard deviation of 10 hops.

This scatter decides what the run is worth. If ν and T are known and the rate law holds, the observed time t gives the barrier

E_est = k_BT ln(νt/n).

A small relative error δt/t changes it by k_BT δt/t. Its statistical error is therefore

δE = k_BT/√n = 8.6 meV.

One hundred hops fix the barrier well because it depends on the logarithm of the time. To halve the statistical error takes four times as many hops. The hops do not by themselves give a diffusion coefficient: a defect confined to two sites can hop 100 times and travel nowhere. Diffusion also needs the geometry of successive hops.

**Errors in the barrier and the temperature**

Before the run, the barrier comes from a calculation with an error of its own. From ln t = ln(n/ν) + E/k_BT, at fixed temperature,

δt/t = δE/k_BT for small δE.

An error of 0.1 eV exceeds k_BT, so the full exponential is needed. It changes the time by a factor exp(0.1/0.08617), or 3.19. With a barrier of 0.40 eV the 100 hops take 1.04 ns; with 0.60 eV they take 10.56 ns. If the barrier is known no better than this, the estimate fixes the order of magnitude, and the second decimal of 3.31 ns means nothing.

For a small change of temperature at fixed barrier,

δt/t = −(E/k_BT) δT/T.

The relative temperature error is multiplied by 5.8. At 980 K the time is 3.73 ns, and at 1020 K it is 2.95 ns. A thermostat that misses the intended mean temperature by 2 % thus shifts the result by about as much as the statistical spread.

**A well that is not harmonic**

The barrier is less than six times k_BT, so the harmonic integral needs checking. A symmetric double well serves as a test:

V = E(u² − 1)², with u = x/b.

Its minima are at u = ±1 and its saddle is at u = 0. Near a minimum put u = 1 + s. Then

V = E(2s + s²)² = E(4s² + 4s³ + s⁴).

The quadratic term fixes the frequency through mω²b² = 8E. Write B = E/k_BT. Under the Gaussian weight exp(−4Bs²) the averages are

⟨s²⟩ = 1/(8B), ⟨s⁴⟩ = 3/(64B²), ⟨s⁶⟩ = 15/(512B³).

Expand the remaining exponential. The cubic term averages to zero at first order and contributes (4B)²⟨s⁶⟩/2 at second order; the quartic term contributes −B⟨s⁴⟩. The well integral is therefore multiplied by

1 + 8B² × 15/(512B³) − B × 3/(64B²) = 1 + 15/(64B) − 3/(64B) = 1 + 3/(16B),

up to terms of order 1/B². A larger integral means a lower density at the saddle, so the rate is divided by this factor. For B = 5.802 this gives 0.969. Numerical integration of the full potential gives 0.959, the difference being due to the higher terms. At B = 40 the numerical ratio is 0.9952, which shows the approach to the harmonic limit.

For this potential the anharmonic error is thus about 4 % of the harmonic rate. Another potential can have a correction of another size or sign. If the barrier falls to about k_BT, the description itself fails: there is no long residence in a well, and counting hops loses its meaning.

**Does each crossing complete a hop?**

A particle that has crossed the saddle may be turned back by its surroundings before it settles. The flux counts this as a crossing, although no hop results. Measuring the effect takes dynamics. In the same double well, let the particle obey the Langevin equation

m dv/dt = −dV/dx − mγv + R(t),

where γ is the damping rate and R a random force whose strength maintains the temperature. The damping represents the exchange of energy with the other atoms. It was set to 15 ps⁻¹, a chosen value that makes the velocity memory, 1/γ, much shorter than the residence time. One thousand trajectories of 195 ps each were followed at 1000 K, with time steps of 1.5 fs.

The first comparison concerns the flux. Each well is occupied half the time, and each sends out the flux k_flux while occupied. Counting both directions, the crossing rate is

½k_flux + ½k_flux = k_flux.

Integration gives k_flux = 2.90 × 10¹⁰ s⁻¹; the trajectories gave 2.84 × 10¹⁰ s⁻¹. The difference of 2 % is of the size expected from the finite number of events, and a few double crossings within one time step also go unseen.

The second comparison counts a hop only when the particle reaches the minimum of the other well. This rule does not require the particle to settle there, so a quick return to the first minimum counts as another hop. There were 4694 such hops, at a rate of 2.41 × 10¹⁰ s⁻¹. The ratio of completed hops to crossings is 0.847, so some crossings are indeed undone. Relative to the harmonic rate the completed rate is 0.797, and the time for 100 hops becomes

3.31 ns / 0.797 = 4.15 ns,

with a sampling error of about 0.06 ns from the 4694 events. The crossing rate of this sample fell 2 % below the exact flux; combining the ratio 0.847 with the exact flux ratio 0.959 gives 0.812 and about 4.08 ns. A stricter rule that discards quick returns, taking the rate from the slowest relaxation of the well populations, gives 0.77 of the harmonic rate and 4.3 ns.

A run of 3.31 ns would on average show about 80 hops in this model. The shortfall of about 20 is twice the statistical spread of 10 and, apart from one or two hops of sampling error, is a systematic effect. It also shifts a barrier inferred with the simple formula: E_est comes out too high by −k_BT ln 0.797, about 20 meV (18 meV with the ratio 0.812), more than the counting error of 8.6 meV. More hops reduce the counting error but leave this shift in place.

The third comparison concerns memory. For independent hops with a constant rate, as assumed in the exponential law above, the variance of the count, taken over the trajectories, equals its mean. The measured ratio was 1.09. For 1000 trajectories the sampling error of this ratio is near sqrt(2/1000), or 0.045, so the excess is two standard errors. Quick returns after a completed hop do occur in this model: about 5 % of the waits are shorter than 1 ps, against 2.4 % for an exponential law. They raise the expected ratio to about 1.06, and the remaining excess is within the sampling error. A ratio of 1.09 would raise the relative spread for 100 hops only from 10 % to about 10.4 %.

These corrections belong to the test model at one damping rate and one counting rule. At 45 ps⁻¹ the completed hops fall to about 0.62 of the flux. At 5 ps⁻¹ arrival at the other minimum is counted for about 0.95 of the flux, but the particle often bounces back and the rate of settled hops is only about 0.60 of it, so the rule used above fails at weak damping. They show a possible size of the effect, not a universal factor. In a real crystal, trajectories started at the saddle can measure how far returns reduce the hop rate below the flux.

**What classical nuclei leave out**

Ordinary molecular dynamics moves the nuclei classically. Quantum mechanics changes the population of the well and allows tunnelling through the saddle. Both effects can be sized in the harmonic approximation.

For the well, let x = hν/k_BT = 0.480. The classical partition function is 1/x. The quantum one is the sum over levels,

Σ_n exp(−(n + ½)x) = 1/(2 sinh(x/2)).

The rate is inversely proportional to the partition function, so the well contributes the factor

(1/x) × 2 sinh(x/2) = sinh(x/2)/(x/2) ≈ 1 + x²/24.

It exceeds 1 because the zero-point energy keeps the mean energy of the quantum vibration above the classical value k_BT. The effect is small because k_BT is about twice the level spacing.

At the saddle the double well has curvature −4E/b², half the magnitude of that at the minimum. The barrier frequency is therefore ω_b = ω/√2, and y = ħω_b/k_BT = x/√2. Let ε be the energy above the barrier top divided by ħω_b, and ξ the distance from the top in units of sqrt(ħ/(mω_b)). The Schrödinger equation is then ψ″ + (ξ² + 2ε)ψ = 0. Far from the top the local wavenumber is sqrt(ξ² + 2ε) ≈ ξ + ε/ξ. Its integral gives the phase ξ²/2 + ε ln ξ, and a constant current requires an amplitude proportional to ξ^(−1/2). A wave travelling to the right at ξ > 0 therefore has the form

D ξ^(iε − 1/2) exp(iξ²/2).

On the left the reflected wave has the same form with |ξ| and an amplitude A. Continuing the solution through the upper half of the complex plane, ξ = |ξ| exp(iφ) with φ from 0 to π, connects the two amplitudes. Near the end of this path the reflected term dominates the incident one, so its coefficient is reliable:

A = D exp(iπ(iε − 1/2)), hence |A|² = |D|² exp(−2πε).

For an incident wave of unit amplitude, conservation of the current requires |A|² + |D|² = 1, so the transmission is

|D|² = 1/(1 + exp(−2πε)).

Now average over the thermal energies. With s = yε, the energy above the top in units of k_BT, the ratio to the classical flux is

∫ exp(−s)/(1 + exp(−2πs/y)) ds = (y/2)/sin(y/2) ≈ 1 + y²/24.

The integral follows from the substitution w = exp(−2πs/y), which turns it into (y/2π)∫₀^∞ w^(y/2π − 1)/(1 + w) dw, and the last integral is π/sin(y/2). This requires y < 2π; at lower temperatures deep tunnelling takes over and the parabola no longer suffices.

The level sum gives 1.0096 and the averaged transmission 1.0048, together 1.0145. In this one-coordinate model quantum effects raise the rate by about 1.5 %, well below the 10 % statistical spread of a run with 100 hops. In a crystal the other vibrations contribute as well; if they are stiffer at the saddle than in the well, they can lower the rate.

**Several exits, and copper**

Suppose now that a site has z equivalent, independent exits, each with rate k. The defect is still there at time t if none has been used, so the survival probabilities multiply:

S(t) = [exp(−kt)]^z = exp(−zkt).

The total rate is zk, and the time for n hops falls to n/(zk).

A vacancy in fcc copper, the metal of much chip wiring, shows why this matters. It has twelve nearest neighbours that can jump into it. With a rough barrier of 0.7 eV and the same round attempt frequency, one exit alone would need 33.7 ns for 100 hops at 1000 K; all twelve together need 2.8 ns. The single channel of 0.50 eV has a distinctly lower barrier than this copper case, and the similar times arise because the number of exits offsets the higher barrier. Copper breaks the assumption of a single exit, and in this estimate that alone moves the time by a factor of 12. In a wire, a vacancy at a grain boundary or interface also meets unequal barriers, and 0.1 eV is worth a factor of 3.19 at 1000 K. These copper figures are estimates from rough inputs, not measurements.

**Why the run is made hot, and what it costs**

For the original channel at 373 K, a warm chip, the same formula gives 57 μs for 100 hops if barrier and attempt frequency stay fixed. This is 1.7 × 10⁴ times longer than at 1000 K. Heating brings the hops within reach, but carrying the rate back to the temperature of use assumes that the same mechanism dominates at both temperatures, with the same barrier and attempt frequency. Quantum effects also grow on cooling: at 373 K, where x = 1.287, the two factors derived above together raise the rate of the one-coordinate model by about 11 %.

With a time step of 1 fs, 3.31 ns is 3.31 × 10⁶ steps. If each first-principles step takes 1 s of wall time, an assumed round figure, the run lasts 38 days. Allowing for the slower completed rate of the test model lengthens it to 38/0.797, or about 48 days.

**Comparison of the two arguments**

The envelope estimate and the harmonic derivation give the same 3.31 ns, because the derivation supplies the meaning of ν without changing the formula. The dynamics of the test model gives 4.15 ± 0.06 ns, roughly 25 % longer. An uncertainty of 0.1 eV in the barrier outweighs that difference, with a range from 1.04 to 10.56 ns. An error of a factor of 3 in the attempt frequency would matter about as much as 0.1 eV in the barrier. For planning, the barrier, the attempt frequency and the number of exits therefore deserve attention first; for extracting an accurate barrier from the finished run, the completed fraction of crossings matters as well.

Table of computed values

```
barrier: 0.50 eV
attempt frequency: 1.0e+13 1/s
temperature: 1000 K
number of hops wanted: 100
thermal energy kT: 0.08617 eV
barrier / kT: 5.802
success probability per attempt: 0.00302
attempts per hop: 331
hop rate: 3.021e+10 1/s
mean residence time: 33.1 ps
mean time for the hops: 3.31 ns
sampled mean time, discrete attempts: 3.31 ns
sampled relative spread: 9.9 percent
standard deviation of time, n^0.5/k: 0.33 ns
barrier error from counting, kT/n^0.5: 8.6 meV
time if barrier is 0.1 eV lower: 1.04 ns
time if barrier is 0.1 eV higher: 10.56 ns
factor in time per 0.1 eV: 3.19
time at 980 K: 3.73 ns
time at 1020 K: 2.95 ns
quartic well, flux rate / harmonic rate: 0.959
same ratio at barrier / kT = 40: 0.9952
Langevin damping rate: 15 1/ps
Langevin time step: 1.5 fs
Langevin trajectories: 1000
length of each trajectory: 195 ps
completed hops in all trajectories: 4694
saddle flux from quadrature: 2.897e+10 1/s
saddle crossing rate in dynamics: 2.844e+10 1/s
completed hop rate in dynamics: 2.407e+10 1/s
completed hops / saddle crossings: 0.847
dynamics rate / harmonic rate: 0.797
time for the hops from dynamics: 4.15 ns
hops expected in 3.31 ns from dynamics: 80
variance / mean of hop counts: 1.09
h nu / kT in the well: 0.480
quantum factor, well: 1.0096
quantum factor, barrier tunnelling: 1.0048
quantum factor on the rate, total: 1.0145
rough copper vacancy barrier (input): 0.7 eV
copper vacancy exits (input): 12
copper estimate, one exit only: 33.7 ns
copper estimate, all exits: 2.8 ns
temperature of use: 373 K
time for the hops at temperature of use: 57.0 us
slowdown from 1000 K to temperature of use: 1.72e+04
planned time step: 1.0 fs
steps for the planned run: 3.31e+06
assumed wall time per step: 1.0 s
wall time for the run: 38 days
```
